# Diffusion tensor and controlling barriers in a face-centred orthorhombic crystal

## Problem

A foreign atom diffuses through an orthorhombic crystal by jumping between interstitial sites. The sites form a face-centred orthorhombic lattice with conventional edges $a$, $b$, $c$ along $x$, $y$, $z$. All sites are equivalent by translation, and each lies on three mutually perpendicular mirror planes. Three kinds of jump occur:

- family 1: $(0,\pm b/2,\pm c/2)$, barrier $E_1$
- family 2: $(\pm a/2,0,\pm c/2)$, barrier $E_2$
- family 3: $(\pm a/2,\pm b/2,0)$, barrier $E_3$

The signs are independent, so each family has four jumps, and its label names the axis along which it makes no progress. No symmetry of the crystal turns one family into another. Other jumps are excluded by assumption, not by length: for the edges in (d), the jump $(\pm a,0,0)$ is 5 Å long, as long as a family 1 jump, and at rate $k$ it would add $a^2k$ to $D_x$. Let $k_i$ be the rate of one individual jump of family $i$, not the sum over its four jumps.

The atoms are dilute enough not to block one another, and each forgets its last jump before making the next. Edges, barriers and prefactors do not depend on temperature.

(a) Derive the jump rate from classical transition-state theory.
(b) Find the diffusion tensor.
(c) For $E_3<E_2<E_1$, decide which barrier controls diffusion along each axis, and how the answer depends on temperature.
(d) Evaluate the results at 300, 600 and 1200 K for the model parameters $a,b,c=5,6,8$ Å, $E_1,E_2,E_3=1.00,0.90,0.60$ eV, and prefactors $\nu_1,\nu_2,\nu_3=20,5,10$ THz.

## First estimate by scaling

A random walk with step $\ell$ along an axis and step rate $k$ has $D\sim\ell^2k$. Here the step along an axis is half an edge. The rate should be roughly an attempt frequency times a Boltzmann factor, and 10 THz serves as a common attempt frequency.

For each axis, take the lowest barrier among the families that advance along it. Families 2 and 3 advance along $x$, families 1 and 3 along $y$, and families 1 and 2 along $z$. The estimate is therefore

$$D_x\sim\frac{a^2}{4}\nu e^{-E_3/k_BT},\quad D_y\sim\frac{b^2}{4}\nu e^{-E_3/k_BT},\quad D_z\sim\frac{c^2}{4}\nu e^{-E_2/k_BT}.$$

At 600 K, $k_BT=0.0517$ eV. The factor $\nu e^{-E/k_BT}$ is $9.12\times10^7$ s$^{-1}$ for 0.60 eV and $2.76\times10^5$ s$^{-1}$ for 0.90 eV. With $a^2/4=6.25\times10^{-16}$ cm$^2$, and correspondingly for the other edges,

$$D_x\sim5.7\times10^{-8},\quad D_y\sim8.2\times10^{-8},\quad D_z\sim4.4\times10^{-10}\ \text{cm}^2/\text{s}.$$

The estimate predicts strong anisotropy and no role for $E_1$. It ignores the number of jumps, the differences between prefactors and, on each axis, the family with the higher barrier.

## Exact solution

### The rate of one jump

Use mass-weighted coordinates $Q_j=\sqrt{m_j}\,x_j$, in which the kinetic energy is $\frac12\sum_j\dot Q_j^2$. Let $S$ be the part of the boundary of the starting well that surrounds one saddle point. Transition-state theory assumes thermal equilibrium in the well and counts every outward crossing of $S$ as a completed jump.

The crossing rate is the probability density on $S$ times the mean outward velocity, with inward velocities counted as zero. For the velocity $v$ normal to $S$ this mean is

$$\frac{\int_0^\infty v\,e^{-v^2/2k_BT}\,dv}{\int_{-\infty}^{\infty}e^{-v^2/2k_BT}\,dv}=\frac{k_BT}{\sqrt{2\pi k_BT}}=\sqrt{\frac{k_BT}{2\pi}} .$$

Hence

$$k=\sqrt{\frac{k_BT}{2\pi}}\;\frac{\int_S e^{-V/k_BT}\,dS}{\int_{\rm well}e^{-V/k_BT}\,dQ}.$$

Now expand the potential to second order. With $N$ vibrational modes in the well, $V=\frac12\sum_{j=1}^N\omega_j^2Q_j^2$. On $S$, taken perpendicular to the unstable direction, $N-1$ stable modes remain and $V=E+\frac12\sum_{j=1}^{N-1}(\omega_j^\ddagger)^2Q_j^2$. Each Gaussian integral gives $\sqrt{2\pi k_BT}/\omega$, so

$$k=\sqrt{\frac{k_BT}{2\pi}}\;\frac{(2\pi k_BT)^{(N-1)/2}}{(2\pi k_BT)^{N/2}}\;\frac{\prod_{j=1}^N\omega_j}{\prod_{j=1}^{N-1}\omega_j^\ddagger}\,e^{-E/k_BT}.$$

The first two factors multiply to $1/2\pi$. Writing $\omega=2\pi\nu$ produces one more factor $2\pi$ in the numerator than in the denominator, which cancels it:

$$k=\nu\,e^{-E/k_BT},\qquad \nu=\frac{\prod_{j=1}^N\nu_j}{\prod_{j=1}^{N-1}\nu_j^\ddagger}.$$

A saddle with soft transverse vibrations thus has a large prefactor, because the passage is wide.

The harmonic step is an approximation for small $k_BT/E$. In a two-dimensional test potential whose transverse frequency doubles between well and saddle, direct integration of the flux expression exceeds the harmonic rate by 0.48% at $k_BT/E=0.010$ and by 0.25% at 0.005. The error nearly halves with temperature, as a correction linear in $k_BT/E$ should. In the present example $k_BT/E_3$ reaches 0.17 at 1200 K. At that value the test potential gives an excess of about 5%, less than the linear term alone would suggest; in a real crystal the size and sign of the departure depend on the potential. The numbers below take that law as part of the model.

### From jump rates to the tensor

Let $p(\mathbf R,t)$ be the probability of finding the atom at site $\mathbf R$. Gain from neighbours and loss to them give

$$\frac{dp(\mathbf R)}{dt}=\sum_{\mathbf r}k_{\mathbf r}\,[p(\mathbf R-\mathbf r)-p(\mathbf R)],$$

where $\mathbf r$ runs over all twelve jumps. Multiply by $R_\alpha R_\beta$ and sum over sites. In the gain term put $\mathbf R=\mathbf R'+\mathbf r$:

$$\sum_{\mathbf R'}(R'_\alpha+r_\alpha)(R'_\beta+r_\beta)p(\mathbf R')=\langle R_\alpha R_\beta\rangle+r_\beta\langle R_\alpha\rangle+r_\alpha\langle R_\beta\rangle+r_\alpha r_\beta .$$

The loss term removes $\langle R_\alpha R_\beta\rangle$. The two terms linear in $\mathbf r$ vanish after summation, because $\mathbf r$ and $-\mathbf r$ have equal rates and so $\sum_{\mathbf r}k_{\mathbf r}\mathbf r=0$. What remains is

$$\frac{d}{dt}\langle R_\alpha R_\beta\rangle=\sum_{\mathbf r}k_{\mathbf r}r_\alpha r_\beta .$$

The diffusion equation $\partial_tp=\sum_{\alpha\beta}D_{\alpha\beta}\partial_\alpha\partial_\beta p$, with $D$ symmetric, gives $2D_{\alpha\beta}$ for the same derivative after two integrations by parts. Therefore

$$D_{\alpha\beta}=\frac12\sum_{\mathbf r}k_{\mathbf r}r_\alpha r_\beta .$$

This holds for any set of jumps on a lattice of translationally equivalent sites, provided successive jumps are independent and $\sum_{\mathbf r} k_{\mathbf r}\mathbf r=0$.

For $\alpha\ne\beta$, reflection of $r_\alpha$ alone maps each family onto itself and reverses the sign of $r_\alpha r_\beta$. The terms cancel, and the tensor is diagonal in the crystal axes.

For the diagonal elements, family 1 contributes $\frac12\cdot4\cdot k_1\cdot b^2/4=b^2k_1/2$ to $D_y$. It contributes $c^2k_1/2$ to $D_z$ and nothing to $D_x$. Treating the other families in the same way gives

$$\boxed{D_x=\frac{a^2}{2}(k_2+k_3),\quad D_y=\frac{b^2}{2}(k_1+k_3),\quad D_z=\frac{c^2}{2}(k_1+k_2).}$$

The cubic limit checks the factors. For equal edges and rates, these formulas give $D=a^2k$. The usual isotropic expression is the total jump rate times the squared jump length divided by six, which is $12k\,(a^2/2)/6=a^2k$.

A second check propagates the master equation numerically from one site, with $k_1,k_2,k_3=0.3,0.6,1.0$ s$^{-1}$. The second moments give $D_x,D_y,D_z=20.0,23.4,28.8$ Å$^2$/s, in agreement with the formulas; for example, $D_x=12.5\times1.6=20.0$ Å$^2$/s.

### Recovering the rates from the tensor

The three equations can be inverted. Since $2D_y/b^2=k_1+k_3$, $2D_z/c^2=k_1+k_2$ and $2D_x/a^2=k_2+k_3$, adding the first two and subtracting the third leaves $2k_1$. Thus

$$k_1=\frac{D_y}{b^2}+\frac{D_z}{c^2}-\frac{D_x}{a^2},$$

and the other rates follow by cyclic exchange. Because rates cannot be negative, no one of the three quantities $D_\alpha/(\text{edge})^2$ may exceed the sum of the other two. Data that violate this condition cannot come from these three families alone.

The inversion can be badly conditioned. At 600 K in the example, $D_x/a^2=4.57\times10^7$ s$^{-1}$ while $k_1=7.97\times10^4$ s$^{-1}$. A 1% error in $D_x$ alone would shift the inferred $k_1$ by nearly six times its value. The sum $k_1+k_2=2D_z/c^2$ does not suffer from this cancellation.

### What it means for a barrier to control an axis

Let $w_{\alpha i}$ be the fraction of $D_\alpha$ contributed by family $i$. For example,

$$w_{z1}=\frac{k_1}{k_1+k_2},\qquad w_{z2}=\frac{k_2}{k_1+k_2},\qquad w_{z3}=0.$$

Raising $E_i$ at fixed prefactor changes only $k_i$, with $\partial k_i/\partial E_i=-k_i/k_BT$. Since $D_\alpha$ is linear in the rates,

$$-k_BT\,\frac{\partial\ln D_\alpha}{\partial E_i}=w_{\alpha i}.$$

The share is therefore also the sensitivity of $D_\alpha$ to that barrier. A share near one means control; a share near zero means that a small change of the barrier hardly matters.

The local Arrhenius slope follows in the same way. With $\beta=1/k_BT$, $\partial k_i/\partial\beta=-E_ik_i$, and

$$E_\alpha\equiv-\frac{\partial\ln D_\alpha}{\partial\beta}=\sum_iw_{\alpha i}E_i .$$

The measured slope is an average of barriers and need not equal any one of them. It also changes with temperature. Differentiating a share gives $\partial w_{\alpha i}/\partial\beta=-w_{\alpha i}(E_i-E_\alpha)$, hence

$$\frac{\partial E_\alpha}{\partial\beta}=-\sum_iw_{\alpha i}E_i(E_i-E_\alpha)=-\sum_iw_{\alpha i}(E_i-E_\alpha)^2\le0 .$$

The last step uses $\sum_iw_{\alpha i}(E_i-E_\alpha)=0$. Within this model the slope cannot fall on heating.

### Low temperature

For $E_3<E_2<E_1$, the ratios $k_2/k_3$, $k_1/k_3$ and $k_1/k_2$ all tend to zero as $T\to0$, whatever the finite prefactors. The limits are

$$D_x\to\frac{a^2}{2}k_3,\qquad D_y\to\frac{b^2}{2}k_3,\qquad D_z\to\frac{c^2}{2}k_2 .$$

The lowest barrier controls the two axes along which its family advances. The middle barrier controls the remaining axis, and the highest controls none.

The geometry explains why family 1 can be absent without stopping diffusion. Family 3 alone keeps the atom in one $xy$ plane. Adding family 2 opens the third dimension and also replaces the missing jumps, since

$$\left(\frac a2,\frac b2,0\right)-\left(\frac a2,0,\frac c2\right)=\left(0,\frac b2,-\frac c2\right)$$

is a family 1 vector made from one jump of each other family. Sign changes give its companions, so every site remains accessible.

### When the higher barrier takes over

At finite temperature a large prefactor can compensate a higher barrier. Families 1 and 2 contribute equally to $D_z$ when $\nu_1e^{-E_1/k_BT}=\nu_2e^{-E_2/k_BT}$. Taking logarithms,

$$k_BT^*=\frac{E_1-E_2}{\ln(\nu_1/\nu_2)},\qquad \nu_1>\nu_2 .$$

If $\nu_1\le\nu_2$, there is no such temperature and family 2 leads throughout. For the example, $k_BT^*=0.10/\ln4=0.0721$ eV, or $T^*=837$ K. Above it, the highest barrier in the crystal has the larger share of control along $z$.

The other axes behave differently. Along $x$, family 3 has both the lower barrier and the larger prefactor, so it leads at every temperature. Along $y$, equality would need $k_BT=0.40/\ln2=0.58$ eV, more than five times the value at 1200 K.

### Numerical evaluation

At 600 K the rates are $k_1=7.97\times10^4$, $k_2=1.378\times10^5$ and $k_3=9.12\times10^7$ s$^{-1}$. Along $z$,

$$D_z=(3.2\times10^{-15}\ \text{cm}^2)(2.175\times10^5\ \text{s}^{-1})=6.96\times10^{-10}\ \text{cm}^2/\text{s}.$$

Similarly, $D_x=1.14\times10^{-7}$ and $D_y=1.64\times10^{-7}$ cm$^2$/s. Family 3 supplies more than 99.8% of each of these two. Along $z$, family 2 supplies 63% and family 1 supplies 37%, so neither barrier has sole control.

At 300 K, family 2 supplies 92% of $D_z$. At 1200 K its share has fallen to 40%, while family 3 still supplies 97% of $D_x$ and 96% of $D_y$.

For a single-crystal film used as a diffusion barrier, with a concentration that varies only through its thickness, the relevant coefficient is the one along the film normal. Among the three axes, $z$ is the best normal at all three temperatures. Its advantage over $x$, measured by $D_x/D_z$, falls from $7.9\times10^4$ at 300 K to 164 at 600 K and 5.8 at 1200 K. Grain boundaries and other fast paths are outside this model.

## Comparison of estimate and solution

Along $x$ and $y$ the estimate is low by a factor close to two. The exact prefactor is $a^2/2$ rather than $a^2/4$, because four jumps of family 3 contribute, each with the factor $\frac12$ from the definition of $D$. The assumed 10 THz happens to equal $\nu_3$, and the neglected family adds at most about 4% of the total at the three temperatures.

Along $z$ the comparison is less simple:

| $T$ (K) | estimate (cm²/s) | exact (cm²/s) | exact/estimate | $E_z$ (eV) |
|---|---|---|---|---|
| 300 | $1.22\times10^{-17}$ | $1.32\times10^{-17}$ | 1.08 | 0.908 |
| 600 | $4.4\times10^{-10}$ | $6.96\times10^{-10}$ | 1.58 | 0.937 |
| 1200 | $2.66\times10^{-6}$ | $6.70\times10^{-6}$ | 2.52 | 0.960 |

The good agreement at 300 K is partly accidental. The estimate misses a geometric factor of two, but its attempt frequency is twice $\nu_2$, and the two errors cancel. The remaining ratio is

$$\frac{D_z^{\rm exact}}{D_z^{\rm estimate}}=\frac{(c^2/2)(k_1+k_2)}{(c^2/4)(2k_2)}=1+\frac{k_1}{k_2}=\frac1{w_{z2}} .$$

The discrepancy thus measures the omitted family 1. Scaling finds the right order of magnitude at all three temperatures, but it assigns $z$ to $E_2$ even above 837 K, where $E_1$ has the larger share. The slope $E_z$ reveals the mixture: it lies between 0.90 and 1.00 eV and rises on heating, as the variance formula requires.

## Two changes of geometry

The assignment of barriers belongs to the jump network, not to orthorhombic symmetry alone. Suppose instead that the sites form a primitive orthorhombic lattice and the three families are $(\pm a,0,0)$, $(0,\pm b,0)$ and $(0,0,\pm c)$. Each family has two jumps, so $D_x=\frac12\cdot2\cdot a^2k_1=a^2k_1$, and likewise $D_y=b^2k_2$ and $D_z=c^2k_3$. Each barrier then controls its own axis at every temperature.

A different change occurs when a cell contains several sites and the atom must make unlike jumps in series. Consider a chain of period $L$ with two sites of equal energy per period, joined by links with alternating rates $k_p$ and $k_q$, the same in both directions. In steady state the same flux $J$ crosses both links:

$$J=k_p(p_0-p_1)=k_q(p_1-p_2),\qquad p_0-p_2=J\left(\frac1{k_p}+\frac1{k_q}\right).$$

There are two sites per length $L$, so the mean concentration gradient has magnitude $(2/L)(p_0-p_2)/L$. Dividing $J$ by it gives

$$D=\frac{L^2}{2}\,\frac{k_pk_q}{k_p+k_q}.$$

When the two rates differ strongly, the slower link now controls. With barriers of 0.60 and 0.90 eV, a common prefactor of 10 THz and $L=5$ Å, the slope at 600 K is 0.899 eV, close to the higher barrier. It falls to 0.884 eV at 1200 K as the two rates approach each other, so here the slope decreases on heating, unlike for parallel routes. Parallel routes add rates, whereas links in series add their reciprocals.

If the atom often recrosses the saddle, the transition-state rates are too high, but the boxed tensor still holds with the true rates as long as successive jumps stay independent. For the motion of a single marked atom, the tensor itself needs correction if neighbours block the atom's sites or if successive jumps are correlated. The last condition excludes direct use for a tracer moved by vacancies, because the vacancy that has just exchanged with the tracer is well placed to reverse the jump. The classical rate itself requires $h\nu\ll k_BT$ for the vibrations involved. For frequencies of 5 to 20 THz, $h\nu/k_BT$ lies between 0.8 and 3.2 at 300 K, so this condition is not met there. As a rough measure, a one-dimensional barrier whose well and barrier frequencies both equal the prefactor has a quantum-to-classical rate ratio $\sinh x/\sin x$ with $x=h\nu/2k_BT$. At 300 K this raises $k_1,k_2,k_3$ by factors 2.4, 1.06 and 1.24 and lowers the share of family 2 in $D_z$ from 92% to 84%. The 300 K values and the $T\to0$ limits are therefore results of the classical model, and for light atoms at low temperature quantum motion can invalidate the classical rate altogether. The full set of computed values is in the numerical output.

## Computed results

```
cell edges a, b, c [A]: 5.0 6.0 8.0
barriers E1, E2, E3 [eV]: 1.0 0.9 0.6
prefactors nu1, nu2, nu3 [THz]: 20.0 5.0 10.0
test walk rates k1, k2, k3 [1/s]: 0.3 0.6 1.0
test walk Dx, Dy, Dz [A^2/s]: 20.0000 23.4000 28.8000
test walk largest off-diagonal below 1e-9 A^2/s: True
rates recovered from walk [1/s]: 0.3000 0.6000 1.0000
integrated/harmonic rate at kT/E=0.010: 1.00481
integrated/harmonic rate at kT/E=0.005: 1.00245
T = 300 K, kT = 0.02585 eV
  k1, k2, k3 [1/s]: 3.1752e-04 3.7987e-03 8.3261e+02
  Dx, Dy, Dz [cm^2/s]: 1.0408e-12 1.4987e-12 1.3172e-17
  ratios Dx/Dz, Dy/Dz: 7.901e+04 1.138e+05
  x shares of families 1, 2, 3: 0.00000 0.00000 1.00000
  y shares of families 1, 2, 3: 0.00000 0.00000 1.00000
  z shares of families 1, 2, 3: 0.07714 0.92286 0.00000
  slopes Ex, Ey, Ez [eV]: 0.6000 0.6000 0.9077
T = 600 K, kT = 0.05170 eV
  k1, k2, k3 [1/s]: 7.9689e+04 1.3782e+05 9.1248e+07
  Dx, Dy, Dz [cm^2/s]: 1.1423e-07 1.6439e-07 6.9602e-10
  ratios Dx/Dz, Dy/Dz: 164.1 236.2
  x shares of families 1, 2, 3: 0.00000 0.00151 0.99849
  y shares of families 1, 2, 3: 0.00087 0.00000 0.99913
  z shares of families 1, 2, 3: 0.36638 0.63362 0.00000
  slopes Ex, Ey, Ez [eV]: 0.6005 0.6003 0.9366
T = 1200 K, kT = 0.10341 eV
  k1, k2, k3 [1/s]: 1.2625e+09 8.3011e+08 3.0207e+10
  Dx, Dy, Dz [cm^2/s]: 3.8797e-05 5.6645e-05 6.6962e-06
  ratios Dx/Dz, Dy/Dz: 5.794 8.459
  x shares of families 1, 2, 3: 0.00000 0.02675 0.97325
  y shares of families 1, 2, 3: 0.04012 0.00000 0.95988
  z shares of families 1, 2, 3: 0.60330 0.39670 0.00000
  slopes Ex, Ey, Ez [eV]: 0.6080 0.6160 0.9603
slopes Ex, Ey, Ez at 100 K [eV]: 0.6000 0.6000 0.9000
equal-share temperature for z: 837.1 K
series chain barriers [eV]: 0.6 0.9
series chain prefactor (both) [THz]: 10.0
series chain period [A]: 5.0
series chain D at 600 K [cm^2/s]: 3.4350e-10
series chain slope at 600 K [eV]: 0.8991
```
